\section*{Why bilayer curvature peaks when the film is half the substrate thickness}

\section*{Question}

I am stuck on an exercise about a film bonded to a substrate. The two have equal biaxial moduli, the substrate thickness $h_s$ is fixed, and the misfit strain is $\epsilon$. I am asked to show that the curvature is greatest when the film is half as thick as the substrate, and that its value there is $8\epsilon/(9h_s)$.

I started from Stoney's formula, which for equal moduli reads $\kappa = 6\epsilon h_f/h_s^2$. It grows in proportion to the film thickness $h_f$ and has no maximum at all. What replaces it, and why should a thicker film, which pulls harder, ever bend the plate less? I would also like to know whether the result is of use for a released cantilever made of two polysilicon layers.

\section*{Answer}

Stoney's formula keeps the leading term in $h_f/h_s$. It counts the pull of the film but leaves out the stiffness that the film adds. To find a maximum you need the force and moment balance for layers of any thickness ratio.

\subsection*{Setting and signs}

Both layers are uniform, isotropic and linearly elastic, rotations are small, and no outside force or moment acts. Let $h=h_f+h_s$, and measure $z$ from the mid-plane of the whole stack, with the film on top. The substrate fills $-h/2<z<h/2-h_f$ and the film fills $h/2-h_f<z<h/2$.

The misfit strain $\epsilon$ is the elastic strain, equal in all in-plane directions, that the film would carry on a rigid flat substrate, relative to the strain in the substrate. Tension is positive. A strain common to both layers relaxes on release by a change of length and causes no bending, so the difference is what counts.

Away from the edges every column of the plate is like its neighbours, so the strains depend on $z$ alone. The compatibility condition
\begin{equation}
\frac{\partial^2 \varepsilon_{xx}}{\partial z^2}+\frac{\partial^2 \varepsilon_{zz}}{\partial x^2}=2\frac{\partial^2 \varepsilon_{xz}}{\partial x\,\partial z}
\end{equation}
then reduces to $\partial^2\varepsilon_{xx}/\partial z^2=0$. The in-plane strain is therefore linear in $z$, and I write it as $e_0-\kappa z$. Positive $\kappa$ shortens the upper fibres, so the plate is concave towards the film. The elastic strain is
\begin{equation}
e(z)=\begin{cases} e_0-\kappa z & \text{in the substrate,}\\ e_0-\kappa z+\epsilon & \text{in the film.}\end{cases}
\end{equation}

Take the bending to be the same in $x$ and $y$, which suits a plate that is small or narrow enough; the limit on width comes below. The faces are free, so $\sigma_{zz}=0$, and Hooke's law for plane stress gives
\begin{equation}
\sigma=\frac{E}{1-\nu^2}(e+\nu e)=\frac{E}{1-\nu}\,e=M e ,
\end{equation}
where $E$ is Young's modulus, $\nu$ is Poisson's ratio and $M$ is the biaxial modulus, equal in the two layers.

\subsection*{Force and moment balance}

The net force per unit width vanishes. The term in $\kappa z$ integrates to zero about the mid-plane, which leaves
\begin{equation}
\int_{-h/2}^{h/2}\sigma\,dz=M\left(e_0h+\epsilon h_f\right)=0
\quad\Rightarrow\quad e_0=-\frac{\epsilon h_f}{h}.
\end{equation}
The net moment vanishes too. Now the constant $e_0$ drops out, and
\begin{equation}
\int_{-h/2}^{h/2}\sigma z\,dz=M\left(-\frac{\kappa h^3}{12}+\epsilon\int_{h/2-h_f}^{h/2}z\,dz\right)=0 .
\end{equation}
The remaining integral is
\begin{equation}
\frac12\left[\frac{h^2}{4}-\left(\frac h2-h_f\right)^2\right]=\frac12\left(hh_f-h_f^2\right)=\frac{h_fh_s}{2}.
\end{equation}
Solving for the curvature, and setting $x=h_f/h_s$, gives
\begin{equation}
\kappa=\frac{6\epsilon h_fh_s}{(h_f+h_s)^3}=\frac{6\epsilon}{h_s}\,\frac{x}{(1+x)^3}.
\label{eq:kappa}
\end{equation}
The numerator is the bending moment of the misfit, which grows in proportion to $h_f$ at fixed $h_s$. The denominator is the bending stiffness, which grows as the cube of the total thickness. That is how a thicker film can bend the plate less.

\subsection*{The maximum}

Hold $h_s$ and $\epsilon$ fixed. By the quotient rule,
\begin{equation}
\frac{d}{dx}\frac{x}{(1+x)^3}=\frac{(1+x)^3-3x(1+x)^2}{(1+x)^6}=\frac{1-2x}{(1+x)^4}.
\label{eq:slope}
\end{equation}
This is positive for $x<1/2$ and negative for $x>1/2$, so there is a single maximum, at $h_f=h_s/2$. Its height is
\begin{equation}
\kappa_{\max}=\frac{6\epsilon}{h_s}\,\frac{1/2}{(3/2)^3}=\frac{6\epsilon}{h_s}\cdot\frac{4}{27}=\frac{8\epsilon}{9h_s}.
\end{equation}
For a film in compression $\epsilon$ and $\kappa$ are both negative, and the statement holds for their magnitudes.

You can confirm the maximum without calculus. Expanding,
\begin{align}
4(1+x)^3-27x&=4x^3+12x^2-15x+4\nonumber\\
&=4\left(x-\tfrac12\right)^2(x+4)\ \ge 0 ,
\end{align}
so $x/(1+x)^3\le 4/27$ for every positive $x$, with equality at $x=1/2$.

\subsection*{What is special about one half}

Look at the elastic strain at the free surface of the film, $z=h/2$. From the balance equations, $e_0=-\epsilon x/(1+x)$ and $\kappa h/2=3\epsilon x/(1+x)^2$. Hence
\begin{equation}
e_{\rm top}=\epsilon\left[1-\frac{x}{1+x}-\frac{3x}{(1+x)^2}\right]
=\epsilon\,\frac{(1+x)-3x}{(1+x)^2}=\epsilon\,\frac{1-2x}{(1+x)^2}.
\end{equation}
The same factor $1-2x$ appears in \eqref{eq:slope}. Since $dx/dh_f=1/h_s$ and $h=h_s(1+x)$,
\begin{equation}
\frac{d\kappa}{dh_f}=\frac{6\epsilon}{h_s^2}\,\frac{1-2x}{(1+x)^4}=\frac{6\,e_{\rm top}}{h^2}.
\end{equation}

Imagine adding one more thin slice of film, with the same misfit, to the plate in its bent shape. The slice must take the strain $e_{\rm top}$. If this is tensile, the slice pulls on the top face and bends the plate further. If it is compressive, the slice pushes and partly straightens the plate. At the peak the slice fits without stress, both balances stay satisfied, and the curvature does not change.

This argument does not need equal moduli. A stressed slice exerts a moment about the neutral plane, which lies inside the stack, while an unstressed one exerts none. An unstressed film surface therefore marks the stationary point for unequal moduli as well, but the thickness ratio is then no longer one half.

\subsection*{Limits and a different constraint}

For $x\ll1$, equation \eqref{eq:kappa} returns Stoney's $6\epsilon h_f/h_s^2$. The ratio of Stoney's value to the full one is $(1+x)^3$, or roughly $1+3x$ for small $x$, so the formula is already about $16\%$ too high at $x=0.05$. At the peak it is too high by a factor $27/8$. For $x\gg1$ the curvature falls as $6\epsilon h_s/h_f^2$: the layers have exchanged roles, and the thin substrate now bends the thick film.

The factor one half belongs to fixed $h_s$. If the total thickness $h$ is fixed instead, then
\begin{equation}
\kappa=\frac{6\epsilon}{h^3}\,h_fh_s=\frac{6\epsilon}{h^3}\cdot\frac{h^2-(h_f-h_s)^2}{4},
\end{equation}
which is greatest for equal thicknesses, with $\kappa=3\epsilon/(2h)$.

Equal bending in both directions also has a limit. A plate of width $b$ cannot take a dome shape without in-plane stretching of order $\kappa^2b^2$. This is harmless while it is small beside the bending strain, of order $\kappa h$, that is, while $\kappa b^2/h\ll1$. A wide sheet can avoid the stretching by rolling into a cylinder. With the cross curvature suppressed and equal $\nu$ in the layers, the moment balance along $x$ becomes
\begin{equation}
-\frac{\kappa_xh^3}{12}+(1+\nu)\frac{\epsilon h_fh_s}{2}=0
\quad\Rightarrow\quad \kappa_x=(1+\nu)\kappa ,
\end{equation}
because the misfit acts in both directions while the curvature acts in one. The factor $1+\nu$ does not depend on the thickness ratio, so the best ratio is still one half, but the peak is higher.

\subsection*{Your polysilicon cantilever}

Take rough typical values $E=160$~GPa and $\nu=0.22$, so $M=160/0.78=205$~GPa. Let the lower layer, which plays the substrate, be $2.0~\mu$m thick, with $\epsilon=5\times10^{-4}$, length $L=200~\mu$m and width $b=20~\mu$m. The best upper layer is $1.0~\mu$m thick, and
\begin{equation}
\kappa_{\max}=\frac{8\times5\times10^{-4}}{9\times2.0\times10^{-6}~\text{m}}=222~\text{m}^{-1},
\end{equation}
a radius of $4.5$~mm. With one end clamped, the tip rises by $\kappa L^2/2=4.4~\mu$m. Stoney's formula would give $750~\text{m}^{-1}$.

As a check that uses neither \eqref{eq:kappa} nor the assumption of equal bending, the plane-stress energy was minimised numerically for these inputs, with separate strains and curvatures along $x$ and $y$. The curvature peaked at $h_f/h_s=0.5000$, with $\kappa h_s/\epsilon=0.888889$, which agrees with $8/9$.

For the stresses, use $e_0=-\epsilon/3$ and $\kappa h/2=2\epsilon/3$. The interface lies at $z=h/6$, where $\kappa z=2\epsilon/9$. From top to bottom the elastic strains are
\begin{equation}
0,\qquad \tfrac49\epsilon\ \Big|\ -\tfrac59\epsilon,\qquad \tfrac13\epsilon ,
\end{equation}
where the bar marks the interface and the jump across it is $\epsilon$, as it must be. Multiplied by $M\epsilon=103$~MPa, they give $0$, $46$, $-57$ and $34$~MPa.

The peak is flat. With the lower layer and $\epsilon$ held fixed, upper layers of $0.8$ and $1.2~\mu$m still give $98.4\%$ and $98.9\%$ of the greatest curvature. An error in $\epsilon$, by contrast, passes in full into $\kappa$, which is proportional to it.

In a real device of this kind, polysilicon layers deposited under different conditions can carry different stresses, and removing a sacrificial layer beneath them frees the beam to bend. The numbers above are model values. The first three departures below, at the sizes supposed, shift them by a few per cent, while the fourth can shift the tip rise by more:
\begin{itemize}
\item The modulus depends on grain texture. If the upper layer is $10\%$ softer or stiffer than the lower, its best thickness becomes $1.05$ or $0.96~\mu$m, and the peak curvature changes by $-2.0\%$ or $+1.8\%$.
\item Strain can vary within a layer. An elastic strain that rises by $0.1\epsilon$ from the bottom to the top of the lower layer, with its mean unchanged, adds $3.3\%$ to the curvature.
\item The anchor hinders cross curvature. If it suppresses it fully over a length $b$, the slope gains $\nu\kappa b$ and the tip rises by a further $\nu\kappa b(L-b/2)=0.19~\mu$m, or $4.2\%$. This is an upper estimate: in thin-plate theory an ideal clamped edge is equivalent to full suppression over about $0.4$ of a width, which gives about $0.08~\mu$m, or a little under $2\%$.
\item The anchor itself yields. Each rotation of its root by $\epsilon$ moves the tip by $\epsilon L=0.1~\mu$m, or about $2\%$. The actual rotation depends on the shape of the anchor and on the strain common to both layers. The misfit alone gives a rotation of order $\epsilon$. When the common strain is comparable to the misfit or larger, the rotation can be several times $\epsilon$, so it must be calculated or measured for the device at hand.
\end{itemize}
Flattening across the width is negligible here, since $\kappa b^2/h\approx0.03$; an estimate with a parabolic cross-section puts its effect on the curvature at about $0.001\%$. The end slope $\kappa L=0.044$ is small enough for the parabola to replace the arc, and the sag under the beam's own weight is about $0.04$~nm.

So a film half as thick as the substrate is the right choice for the greatest bending if the lower layer is given, its strain is nearly uniform through its thickness, the moduli are nearly equal, and $\epsilon$ does not change as the film grows. If your deposition stress drifts with thickness, put the misfit strain at each height in the film, not its average over the film, into the force and moment integrals, and find the maximum again. The numerical output below gives the curvature for further film thicknesses.

\section*{Computed values}
\begin{verbatim}
INPUTS (rough typical polysilicon values)
Young's modulus: 160 GPa; Poisson's ratio: 0.22
biaxial modulus: 205.1 GPa
base thickness: 2.0 um; misfit strain: 5.0e-04
cantilever length: 200 um; width: 20 um
density: 2330 kg/m^3
PEAK, from energy minimisation
best film thickness: 1.0000 um; ratio to base: 0.5000
kappa*hs/eps at peak: 0.888889; 8/9 = 0.888889
peak curvature: 222.2 1/m
radius of curvature: 4.500 mm
tip rise kappa*L^2/2: 4.444 um
misfit stress M*eps: 102.6 MPa
film top: strain/eps 0.0000, stress 0.0 MPa
film at interface: strain/eps 0.4444, stress 45.6 MPa
base at interface: strain/eps -0.5556, stress -57.0 MPa
base bottom: strain/eps 0.3333, stress 34.2 MPa
CURVATURE AGAINST FILM THICKNESS (energy minimum; Stoney)
hf 0.1 um: 64.8 1/m; Stoney 75.0 1/m; fraction of peak 0.2915
hf 0.5 um: 192.0 1/m; Stoney 375.0 1/m; fraction of peak 0.8640
hf 0.8 um: 218.7 1/m; Stoney 600.0 1/m; fraction of peak 0.9840
hf 1.0 um: 222.2 1/m; Stoney 750.0 1/m; fraction of peak 1.0000
hf 1.2 um: 219.7 1/m; Stoney 900.0 1/m; fraction of peak 0.9888
hf 2.0 um: 187.5 1/m; Stoney 1500.0 1/m; fraction of peak 0.8437
hf 4.0 um: 111.1 1/m; Stoney 3000.0 1/m; fraction of peak 0.5000
Stoney/true at peak: 3.3750
NEGLECTED EFFECTS
film modulus x0.9: best hf 1.048 um, peak curvature -1.96 %
film modulus x1.1: best hf 0.958 um, peak curvature +1.76 %
base strain gradient, 0.1 eps bottom to top: curvature +3.33 %
cross curvature held flat over one width at anchor: tip +0.186 um (4.2 %)
anchor rotation of order eps: tip about 0.10 um (2.2 %)
flattening across width: curvature -0.0011 %
end slope kappa*L: 0.0444 rad; arc against parabola: tip -0.0165 %
sag under own weight: 0.038 nm
fully cylindrical bending: curvature x1.220
\end{verbatim}
